# Sphere charges of a model dimer from PAW projections: a program that tests the result

```python
"""
Result under test: for the bonding orbital psi of two zero-range wells,
the l-projected charge in a sphere of radius R about one well is
    Q_l(R) = P_l^2 N_l(R),   N_l(R) = integral_0^R phi_l(r)^2 r^2 dr,
with P_l the PAW projection of the smooth orbital and phi_l the true
partial wave. The charges grow with R, and their sum over both spheres is
    1 - (charge outside both) + (charge in both) - (charge with l >= 3).

Symbols: a = length fixing each well (r psi ~ 1 - r/a near its centre),
d = distance of the wells, kappa = decay constant, energy =
-hbar^2 kappa^2/(2 m). r = distance from well A, u = cosine of the angle
to the axis A->B. Lengths are in pm; charges are in electrons.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from scipy.special import eval_legendre, spherical_in, spherical_kn

a = 100.0
d = 150.0
kappa = brentq(lambda k: k - np.exp(-k * d) / d - 1 / a, 1 / a, 3 / a,
               xtol=1e-16)
overlap = np.exp(-kappa * d)
amplitude = np.sqrt(kappa / (4 * np.pi * (1 + overlap)))
nodes, weights = np.polynomial.legendre.leggauss(120)
R_FAR = 1600.0  # the density has decayed to rounding level here


def gauss(lo, hi):
    half = 0.5 * (hi - lo)
    return 0.5 * (hi + lo) + half * nodes, half * weights


def psi(r, u):
    r_b = np.sqrt(r**2 + d**2 - 2 * r * d * u)
    return amplitude * (np.exp(-kappa * r) / r + np.exp(-kappa * r_b) / r_b)


# ---------- derived formulas ----------
def partial_wave(l, r):
    if l == 0:
        return (np.cosh(kappa * r) - np.sinh(kappa * r) / (kappa * a)) / r
    return kappa * spherical_in(l, kappa * r)


def projection(l):
    p_s = np.sqrt(kappa / (1 + overlap))
    if l == 0:
        return p_s
    # scipy's k_l carries an extra factor pi/2
    k_l = 2 / np.pi * spherical_kn(l, kappa * d)
    return p_s * np.sqrt(2 * l + 1) * k_l


def norm(l, R):
    x = kappa * R
    if l == 0:
        g = 1 / (kappa * a)
        return (x * (1 - g**2) / 2 + (1 + g**2) * np.sinh(2 * x) / 4
                - g * np.sinh(x)**2) / kappa
    i_mid = spherical_in(l, x)
    i_low, i_high = spherical_in(l - 1, x), spherical_in(l + 1, x)
    return x**3 / 2 * (i_mid**2 - i_low * i_high) / kappa


def paw_charge(l, R):
    return projection(l)**2 * norm(l, R)


def spd_charge(R):
    return sum(paw_charge(l, R) for l in range(3))


# ---------- direct evaluation from the two-centre orbital ----------
def component(l, r):
    """Radial factor of Y_l0 in psi, by angular quadrature."""
    y_l0 = np.sqrt((2 * l + 1) / (4 * np.pi)) * eval_legendre(l, nodes)
    values = psi(np.asarray(r)[:, None], nodes[None, :])
    return 2 * np.pi * values @ (weights * y_l0)


def direct_charge(l, R):
    r, w = gauss(0.0, R)
    return np.sum(w * r**2 * component(l, r)**2)


def region_charge(r_lo, r_hi, u_lo, u_hi):
    total = 0.0
    for r, w in zip(*gauss(r_lo, r_hi)):
        u, w_u = gauss(u_lo(r), u_hi(r))
        total += w * r**2 * 2 * np.pi * np.sum(w_u * psi(r, u)**2)
    return total


def plane(r):
    """Cosine at which the sphere of radius r meets the mid-plane."""
    return min(1.0, d / (2 * r))


def outside_charge(R):
    split = max(R, d / 2)
    near = region_charge(R, split, lambda r: -1.0, plane)
    far = region_charge(split, R_FAR, lambda r: -1.0, plane)
    return 2 * (near + far)


def lens_charge(R):
    if R <= d / 2:
        return 0.0
    return 2 * region_charge(d / 2, R, plane, lambda r: 1.0)


# ---------- smooth orbital and its PAW projection ----------
def smooth_core(function, r_c, r):
    """b0 + b2 r^2 with the value and slope of function at r_c."""
    h = 1e-3 * r_c
    low, mid, high = function(np.array([r_c - h, r_c, r_c + h]))
    b2 = (high - low) / (2 * h) / (2 * r_c)
    return mid + b2 * (r**2 - r_c**2)


def projected_smooth_orbital(l, r_c):
    r, w = gauss(0.0, r_c)
    if l == 0:
        wave = smooth_core(lambda t: partial_wave(0, t), r_c, r)
        orbital = smooth_core(lambda t: component(0, t), r_c, r)
    else:
        wave, orbital = partial_wave(l, r), component(l, r)
    shape = (1 - (r / r_c)**2)**2
    projector = shape * wave / np.sum(w * r**2 * shape * wave**2)
    return np.sum(w * r**2 * projector * orbital)


# ---------- tests: the orbital ----------
r_small = np.array([1.0, 2.0, 3.0, 4.0])
fit = np.polyfit(r_small, r_small * component(0, r_small), 3)
assert abs(fit[-2] / fit[-1] * a + 1) < 1e-5


def psi_xyz(x, y, z):
    r = np.sqrt(x * x + y * y + z * z)
    return psi(r, z / r)


point, h = np.array([40.0, 20.0, 60.0]), 0.1
laplacian = sum(psi_xyz(*(point + h * e)) + psi_xyz(*(point - h * e))
                - 2 * psi_xyz(*point) for e in np.eye(3)) / h**2
assert abs(laplacian / (kappa**2 * psi_xyz(*point)) - 1) < 1e-4
total_charge = outside_charge(0.0)
assert abs(total_charge - 1) < 1e-9

# ---------- tests: projections, charges and growth ----------
for l in range(3):
    for r_c in (50.0, 70.0):
        assert abs(projected_smooth_orbital(l, r_c) / projection(l) - 1) < 1e-8
    for R in (50.0, 75.0, 100.0):
        assert abs(direct_charge(l, R) / paw_charge(l, R) - 1) < 1e-8
        slope = (direct_charge(l, R + h) - direct_charge(l, R - h)) / (2 * h)
        growth = projection(l)**2 * R**2 * partial_wave(l, R)**2
        assert growth > 0 and abs(slope / growth - 1) < 1e-4

# ---------- tests: where the missing charge is ----------
R_one = brentq(lambda R: 2 * spd_charge(R) - 1, 75.0, 140.0)
radii = (50.0, 75.0, 100.0, R_one)
balance = {}
for R in radii:
    high_l = 2 * sum(paw_charge(l, R) for l in range(3, 51))
    out, lens = outside_charge(R), lens_charge(R)
    assert abs(2 * spd_charge(R) + high_l - (1 - out + lens)) < 1e-7
    balance[R] = (out, lens, high_l)
for R in radii[:3]:
    assert abs(2 * spd_charge(R) - 1) > 0.01
assert balance[R_one][0] > 0.01 and balance[R_one][1] > 0.01

# ---------- smooth against true s charge inside r_c = 50 pm ----------
r, w = gauss(0.0, 50.0)
smooth_wave = smooth_core(lambda t: partial_wave(0, t), 50.0, r)
smooth_s = projection(0)**2 * np.sum(w * r**2 * smooth_wave**2)
assert smooth_s < 0.9 * paw_charge(0, 50.0)

# ---------- worked example ----------
to_joule = const.hbar**2 / (2 * const.m_e * const.pico**2)
print(f"well length a = {a:.0f} pm, distance d = {d:.0f} pm")
print(f"decay constant kappa = {kappa:.6f} 1/pm")
print(f"kappa d = {kappa * d:.5f}, exp(-kappa d) = {overlap:.5f}")
print(f"g = 1/(kappa a) = {1 / (kappa * a):.5f}")
print(f"orbital energy = {-to_joule * kappa**2:.4e} J")
print(f"single-well energy = {-to_joule / a**2:.4e} J")
print(f"total charge by quadrature = {total_charge:.8f} electrons")
for l, name in enumerate("spd"):
    print(f"P_{name} = {projection(l):.6f} pm^-1/2, "
          f"P_{name}^2 = {projection(l)**2:.4e} 1/pm")
for r_c in (50.0, 70.0):
    values = [projected_smooth_orbital(l, r_c) for l in range(3)]
    print(f"from smooth orbital, r_c = {r_c:.0f} pm: P_s, P_p, P_d = "
          + ", ".join(f"{v:.6f}" for v in values) + " pm^-1/2")
for R in radii:
    out, lens, high_l = balance[R]
    print(f"R = {R:.3f} pm, kappa R = {kappa * R:.5f}")
    print("  norms N_s, N_p, N_d = "
          + ", ".join(f"{norm(l, R):.5g}" for l in range(3)) + " pm")
    print("  charges Q_s, Q_p, Q_d = "
          + ", ".join(f"{paw_charge(l, R):.6f}" for l in range(3))
          + " electrons")
    print(f"  spd sum, one sphere = {spd_charge(R):.5f} electrons, "
          f"both = {2 * spd_charge(R):.5f} electrons")
    print(f"  outside both = {out:.5f}, in both = {lens:.5f}, "
          f"l>=3 (both spheres) = {high_l:.6f} electrons")
    print(f"  s share = {100 * paw_charge(0, R) / spd_charge(R):.3f} %, "
          f"p share = {100 * paw_charge(1, R) / spd_charge(R):.3f} %")
ratios = [paw_charge(l, 100.0) / paw_charge(l, 50.0) for l in range(3)]
print("Q_l(100 pm)/Q_l(50 pm) for s, p, d = "
      + ", ".join(f"{q:.3f}" for q in ratios))
growth = sum(projection(l)**2 * 75.0**2 * partial_wave(l, 75.0)**2
             for l in range(3))
print(f"d(spd sum, one sphere)/dR at 75 pm = {growth:.5e} electrons/pm")
polarity = spd_charge(75.0) - spd_charge(50.0)
print(f"false polarity, radii 75 and 50 pm = {polarity:.5f} electrons")
print(f"s charge within 50 pm: smooth wave = {smooth_s:.5f}, "
      f"true wave = {paw_charge(0, 50.0):.5f} electrons")
print(f"spd charge of both touching spheres = "
      f"{-const.e * 2 * spd_charge(75.0):.4e} C")
print("all tests passed")
```

Output:

```
well length a = 100 pm, distance d = 150 pm
decay constant kappa = 0.011236 1/pm
kappa d = 1.68537, exp(-kappa d) = 0.18537
g = 1/(kappa a) = 0.89001
orbital energy = -7.7063e-19 J
single-well energy = -6.1043e-19 J
total charge by quadrature = 1.00000000 electrons
P_s = 0.097359 pm^-1/2, P_s^2 = 9.4787e-03 1/pm
P_p = 0.029553 pm^-1/2, P_p^2 = 8.7337e-04 1/pm
P_d = 0.091857 pm^-1/2, P_d^2 = 8.4377e-03 1/pm
from smooth orbital, r_c = 50 pm: P_s, P_p, P_d = 0.097359, 0.029553, 0.091857 pm^-1/2
from smooth orbital, r_c = 70 pm: P_s, P_p, P_d = 0.097359, 0.029553, 0.091857 pm^-1/2
R = 50.000 pm, kappa R = 0.56179
  norms N_s, N_p, N_d = 32.297, 0.11577, 0.0010336 pm
  charges Q_s, Q_p, Q_d = 0.306132, 0.000101, 0.000009 electrons
  spd sum, one sphere = 0.30624 electrons, both = 0.61248 electrons
  outside both = 0.38751, in both = 0.00000, l>=3 (both spheres) = 0.000002 electrons
  s share = 99.964 %, p share = 0.033 %
R = 75.000 pm, kappa R = 0.84269
  norms N_s, N_p, N_d = 40.761, 0.92987, 0.018448 pm
  charges Q_s, Q_p, Q_d = 0.386358, 0.000812, 0.000156 electrons
  spd sum, one sphere = 0.38733 electrons, both = 0.77465 electrons
  outside both = 0.22528, in both = 0.00000, l>=3 (both spheres) = 0.000068 electrons
  s share = 99.750 %, p share = 0.210 %
R = 100.000 pm, kappa R = 1.12358
  norms N_s, N_p, N_d = 47.073, 4.237, 0.14689 pm
  charges Q_s, Q_p, Q_d = 0.446190, 0.003700, 0.001239 electrons
  spd sum, one sphere = 0.45113 electrons, both = 0.90226 electrons
  outside both = 0.12275, in both = 0.02616, l>=3 (both spheres) = 0.001148 electrons
  s share = 98.905 %, p share = 0.820 %
R = 119.325 pm, kappa R = 1.34072
  norms N_s, N_p, N_d = 51.254, 11.052, 0.53662 pm
  charges Q_s, Q_p, Q_d = 0.485820, 0.009652, 0.004528 electrons
  spd sum, one sphere = 0.50000 electrons, both = 1.00000 electrons
  outside both = 0.07756, in both = 0.08502, l>=3 (both spheres) = 0.007458 electrons
  s share = 97.164 %, p share = 1.930 %
Q_l(100 pm)/Q_l(50 pm) for s, p, d = 1.458, 36.597, 142.115
d(spd sum, one sphere)/dR at 75 pm = 2.78022e-03 electrons/pm
false polarity, radii 75 and 50 pm = 0.08108 electrons
s charge within 50 pm: smooth wave = 0.10629, true wave = 0.30613 electrons
spd charge of both touching spheres = -1.2411e-19 C
all tests passed
```
